# Pair amplitude from Chebyshev moments and the order that sustains a gap, part 1

(Sections cited here and not found follow in the second part.)

## Derivation in energy: the sign function and its blurred step

A self-consistent Bogoliubov-de Gennes calculation on a large lattice can avoid diagonalization by expanding in Chebyshev polynomials. The cost of every iteration is then proportional to the number of orders kept, and somebody has to choose that number. A poor choice does more than blur the result. In a half-filled chain whose mean-field gap is $0.121\,t$, with $t$ the hopping, Jackson damping with energies scaled by $2.2\,t$ gives no superconductivity at all when fewer than about 59 orders are kept: the iteration converges to a normal metal. With 130 orders the gap is right to about 1%. The decision therefore hangs on two numbers, the order at which a gap can exist and the order at which it is accurate.

### The model and the pair amplitude

Consider electrons with a Hermitian one-particle matrix $h_{ij}$, equal for both spins, and an on-site attraction $-U n_{i\uparrow}n_{i\downarrow}$ with $U>0$. The chemical potential and a fixed Hartree shift are included in $h$. Temperature is zero and $\hbar=1$.

Moving $c^\dagger_{i\downarrow}$ past $c_{i\uparrow}$ gives one minus sign, and exchanging the two annihilators gives another:

$$n_{i\uparrow}n_{i\downarrow}=c^\dagger_{i\uparrow}c_{i\uparrow}c^\dagger_{i\downarrow}c_{i\downarrow}=-c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}c_{i\uparrow}c_{i\downarrow}=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}c_{i\downarrow}c_{i\uparrow}.$$

The mean-field step replaces a product $AB$ by $\langle A\rangle B+A\langle B\rangle-\langle A\rangle\langle B\rangle$, with $A=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}$ and $B=c_{i\downarrow}c_{i\uparrow}=A^\dagger$. With the definition

$$\Delta_i=-U\langle c_{i\downarrow}c_{i\uparrow}\rangle \qquad (1)$$

the interaction becomes $\Delta_i c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}+\Delta_i^*c_{i\downarrow}c_{i\uparrow}$ plus a number.

Now let $\Psi_{ie}=c_{i\uparrow}$ and $\Psi_{ih}=c^\dagger_{i\downarrow}$, where $e$ and $h$ label electron and hole components. The spin-down one-particle term must be reordered:

$$\sum_{ij}h_{ij}c^\dagger_{i\downarrow}c_{j\downarrow}=\mathrm{tr}\,h-\sum_{ij}h_{ij}c_{j\downarrow}c^\dagger_{i\downarrow}=\mathrm{tr}\,h-\sum_{ij}\Psi^\dagger_{jh}h_{ij}\Psi_{ih}.$$

The matrix element between $jh$ and $ih$ is $-h_{ij}=-h^*_{ji}$. Apart from constants the mean-field Hamiltonian is therefore $\Psi^\dagger H\Psi$ with

$$H=\begin{pmatrix}h&\Delta\\ \Delta^*&-h^*\end{pmatrix},\qquad \Delta=\mathrm{diag}(\Delta_i). \qquad (2)$$

Let $H|\nu\rangle=E_\nu|\nu\rangle$, with no zero eigenvalue. The operators $\gamma_\nu=\sum_a\langle\nu|a\rangle\Psi_a$ are fermions, and the Hamiltonian is $\sum_\nu E_\nu\gamma^\dagger_\nu\gamma_\nu$. Its ground state fills every negative level, so

$$\langle\Psi^\dagger_b\Psi_a\rangle=\sum_{E_\nu<0}\langle a|\nu\rangle\langle\nu|b\rangle=\tfrac12\left[1-\mathrm{sgn}\,H\right]_{ab}.$$

Set $a=ie$ and $b=ih$. Since $\Psi^\dagger_{ih}=c_{i\downarrow}$, and the unit matrix has no off-diagonal element,

$$\langle c_{i\downarrow}c_{i\uparrow}\rangle=-\tfrac12[\mathrm{sgn}\,H]_{ie,ih},\qquad \Delta_i=\tfrac U2[\mathrm{sgn}\,H]_{ie,ih}. \qquad (3)$$

The two minus signs, one from (1) and one from the filled levels, cancel.

### Chebyshev moments

Choose $a$ so that the spectrum of $H$ lies inside $(-a,a)$. The polynomials $T_n(\cos\theta)=\cos n\theta$ define the electron-hole moments

$$\mu_n(i)=\langle ie|T_n(H/a)|ih\rangle. \qquad (4)$$

They follow from repeated products of $H$ with a vector that starts on the hole component of site $i$, because $T_{n+1}(x)=2xT_n(x)-T_{n-1}(x)$.

The coefficients of the sign function are, for $n\ge1$,

$$b_n=\frac2\pi\left[\int_0^{\pi/2}\cos n\theta\,d\theta-\int_{\pi/2}^{\pi}\cos n\theta\,d\theta\right]=\frac{4}{\pi n}\sin\frac{n\pi}2,$$

while the constant term vanishes. For $n=2m+1$ the sine is $(-1)^m$, and for even $n$ it is zero. Inserting the series in (3) gives

$$\Delta_i=\frac{2U}{\pi}\sum_{m\ge0}\frac{(-1)^m}{2m+1}\,g_{2m+1}\,\mu_{2m+1}(i). \qquad (5)$$

Here $g_n=1$ is the undamped series. A calculation keeps the orders $n<N$ and may multiply them by damping factors $g_n=G(n/N)$. This $N$ is called the cutoff.

The even moments are absent from (5), and they also vanish by themselves. With $\tau_y$ acting on the electron-hole index,

$$\tau_y\begin{pmatrix}A&B\\C&D\end{pmatrix}^{\!*}\tau_y=\begin{pmatrix}D^*&-C^*\\-B^*&A^*\end{pmatrix}.$$

Applied to (2) this gives $\tau_yH^*\tau_y=-H$, and hence $\tau_yT_n(H/a)^*\tau_y=(-1)^nT_n(H/a)$. The $ie,ih$ element of the left side is $-[T_n]^*_{ih,ie}$, which equals $-\mu_n(i)$ because $T_n(H/a)$ is Hermitian. Thus $-\mu_n=(-1)^n\mu_n$, and $\mu_n=0$ for even $n$. The argument needs a symmetric pairing matrix, as for singlet pairing, and the same site on both ends.

Both statements were tested on two sites with complex hopping and complex pairing. The ground state of the mean-field Hamiltonian, found in the full many-body space, gives a real part of $-0.170046$ for $\langle c_{\downarrow}c_{\uparrow}\rangle$ on the first site, and so do the moments. The largest even moment is $2\times10^{-15}$, which is rounding error.

### The gap equation with a finite cutoff

For a uniform lattice choose $\Delta$ real. Each wave vector has a $2\times2$ block

$$H_k=\begin{pmatrix}\xi_k&\Delta\\ \Delta&-\xi_k\end{pmatrix},\qquad H_k^2=E_k^2,\qquad E_k=\sqrt{\xi_k^2+\Delta^2},$$

where $\xi_k=\xi_{-k}$ is the band energy measured from the Fermi level. An odd polynomial is $H_k$ times a polynomial in $H_k^2$, so $f(H_k)=f(E_k)H_k/E_k$, with off-diagonal element $f(E_k)\Delta/E_k$.

Let $s_N(x)$ be the truncated and damped series for $\mathrm{sgn}\,x$, and $\rho(\xi)$ the density of states per site and spin, with $\rho_0=\rho(0)$. After division by $\Delta$, equation (3) becomes

$$\frac1{U\rho_0}=\frac12\int d\xi\,\frac{\rho(\xi)}{\rho_0}\,\frac{s_N(E/a)}{E}. \qquad (6)$$

The exact mean-field gap $\Delta_0$ solves the same equation with $s_N=1$, which reads $1/(U\rho_0)=Q(\Delta_0)$ with

$$Q(\Delta)=\frac12\int d\xi\,\frac{\rho(\xi)}{\rho_0E},\qquad \frac{dQ}{d\ln\Delta}=-\frac12\int d\xi\,\frac{\rho(\xi)}{\rho_0}\frac{\Delta^2}{E^3}.$$

Assume weak coupling: the gap is small on the scale over which $\rho$ changes near the Fermi level. The last integrand is concentrated at $|\xi|\sim\Delta$, so $\rho$ may be replaced by $\rho_0$. Since $\int\Delta^2E^{-3}d\xi=[\xi/E]_{-\infty}^{\infty}=2$, the derivative is $-1$ and

$$Q(\Delta)=\text{constant}-\ln\Delta. \qquad (7)$$

This is the Cooper logarithm. It collects equal contributions from every decade of energy between the band scale and the gap, so leaving out the low energies loses part of the pairing.

### The shape of the blurred step

Put $x=\sin\varphi$, that is $\theta=\pi/2-\varphi$. For odd $n=2m+1$,

$$T_n(\sin\varphi)=\cos\!\left(\frac{n\pi}2-n\varphi\right)=(-1)^m\sin n\varphi,\qquad s_N=\frac4\pi\sum_{n\,\text{odd}<N}g_n\frac{\sin n\varphi}{n}. \qquad (8)$$

For large $N$ at fixed $z=N\varphi$ the points $s=n/N$ are spaced by $2/N$. The sum becomes half an integral, and $s_N\to S(z)$ with

$$S(z)=\frac2\pi\int_0^1G(s)\frac{\sin sz}{s}\,ds=\frac2\pi\int_0^1[-G'(s)]\,\mathrm{Si}(sz)\,ds. \qquad (9)$$

The second form follows by parts, since $\mathrm{Si}(y)=\int_0^y\sin v\,dv/v$. For a sharp cutoff $G$ falls from 1 to 0 at $s=1$, so $-G'$ is a unit delta function there. For Jackson damping

$$g_n=\left(1-\frac nN\right)\cos\frac{\pi n}N+\frac1N\cot\frac\pi N\,\sin\frac{\pi n}N,\qquad G(s)=(1-s)\cos\pi s+\frac{\sin\pi s}\pi,$$

because $N^{-1}\cot(\pi/N)\to1/\pi$. In this normalization $g_{N-1}=0$; the form often written for $N$ moments has $N+1$ in place of $N$, which shifts every Jackson cutoff quoted here down by one order and leaves $G$ unchanged. Differentiation gives $-G'(s)=\pi(1-s)\sin\pi s$. In both cases $-G'$ is non-negative and has total weight one, since $G(0)=1$. Thus $S$ starts from 0 at $z=0$ and tends to 1 at large $z$: the step of the sign function has acquired an energy width of order $a/N$. For a sharp cutoff the approach is not monotone, since $S=(2/\pi)\,\mathrm{Si}(z)$ overshoots to 1.18 at $z=\pi$ and then oscillates about 1.

### The self-consistent gap

Write $\Delta_N$ for the nonzero solution of (6), and write $s_N=1-(1-s_N)$. Then

$$\frac1{U\rho_0}=Q(\Delta_N)-D,\qquad D=\frac12\int d\xi\,\frac{\rho(\xi)}{\rho_0}\frac{1-s_N(E/a)}{E}.$$

To leading order for large $N$ and weak coupling, the deficit $D$ comes from low energies, from $\Delta_N$ up to a scale set by the larger of $\Delta_N$ and $a/N$. There $\rho=\rho_0$, $\varphi=E/a$ and $s_N=S(NE/a)$. With $\xi=\Delta_N\sinh u$ one has $d\xi/E=du$, so

$$D(\nu)=\int_0^\infty\left[1-S(\nu\cosh u)\right]du,\qquad \nu=\frac{N\Delta_N}{a}. \qquad (10)$$

Equating $Q(\Delta_N)-D$ to $Q(\Delta_0)$ and using (7) gives

$$\boxed{\frac{\Delta_N}{\Delta_0}=e^{-D(\nu)},\qquad \frac{N\Delta_0}{a}=\nu\,e^{D(\nu)}.} \qquad (11)$$

The second relation is the first multiplied out. Lattice details enter through $\Delta_0$ alone at this order; the damping enters through $D$.

### The order at which a gap appears

The gap vanishes when $\nu\to0$. In this limit $S(\nu\cosh u)$ differs from zero appreciably where $u$ is large, and there $\cosh u$ may be replaced by $e^u/2$. With $z=\nu e^u/2$,

$$D(\nu)\to\int_{\nu/2}^\infty\frac{1-S(z)}z\,dz\to-\ln\frac\nu2+\int_0^\infty S'(z)\ln z\,dz.$$

The last step is an integration by parts, with $S(\nu/2)\ln(\nu/2)\to0$. From (9), $S'(z)=(2/\pi)\int_0^1[-G'(s)]\sin(sz)\,ds/z$.

The remaining integral follows from $\int_0^\infty y^{p-1}\sin y\,dy=\Gamma(p)\sin(\pi p/2)=\tfrac\pi2(1-\gamma p+\dots)$, where $\gamma$ is Euler's constant. The terms of order zero and one in $p$ are $\int_0^\infty\sin y\,dy/y=\pi/2$ and $\int_0^\infty\ln y\,\sin y\,dy/y=-\pi\gamma/2$. With $y=sz$ and $\ln z=\ln y-\ln s$,

$$\int_0^\infty S'\ln z\,dz=-\gamma-\int_0^1[-G'(s)]\ln s\,ds=-\gamma+I_G,\qquad I_G=\int_0^1\frac{1-G(s)}s\,ds. \qquad (12)$$

The form of $I_G$ follows by parts, using $-G'=(1-G)'$. Hence $\nu e^D\to2e^{I_G-\gamma}$, and the critical cutoff is

$$N_c=2e^{I_G-\gamma}\,\frac a{\Delta_0}. \qquad (13)$$

A sharp cutoff has $I_G=0$ and $N_c=1.12\,a/\Delta_0$. For Jackson damping,

$$I_G=\int_0^1\frac{1-\cos\pi s}s\,ds+\int_0^1\cos\pi s\,ds-\frac1\pi\int_0^1\frac{\sin\pi s}s\,ds=\gamma+\ln\pi-\mathrm{Ci}(\pi)-\frac{\mathrm{Si}(\pi)}\pi,$$

where the middle integral is zero and $\mathrm{Ci}$ is the cosine integral. Therefore $N_c=2\pi\exp[-\mathrm{Ci}(\pi)-\mathrm{Si}(\pi)/\pi]\,a/\Delta_0=3.24\,a/\Delta_0$.

## Derivation in time: how long a hole must be followed

The symbols carried over are these. $H$ is the matrix (2), with spectrum inside $(-a,a)$. The electron-hole moments $\mu_n$ on one site vanish for even $n$. Orders $n<N$ are kept with damping $G(n/N)$, where $G(0)=1$ and $G=0$ beyond $n=N$. $\Delta_0$ is the exact mean-field gap, $\Delta_N$ the gap found with cutoff $N$, $\nu=N\Delta_N/a$, and $\rho_0$ the density of states per site and spin at the Fermi level. The results to be reached again are the moment formula (5), the relation $\Delta_N=\Delta_0e^{-D(\nu)}$, and the critical cutoff (13). The starting point taken over is $\Delta_i=\frac U2[\mathrm{sgn}\,H]_{ie,ih}$.

### The moment formula from time evolution

For real $E\ne0$, $\mathrm{sgn}\,E=(2/\pi)\int_0^\infty\sin(Et)\,dt/t$. Therefore

$$\Delta_i=\frac U\pi\int_0^\infty\frac{dt}t\,[\sin Ht]_{ie,ih}. \qquad (14)$$

The on-site electron-hole element of an even function of $H$ vanishes, so $[\sin Ht]_{ie,ih}=i[e^{-iHt}]_{ie,ih}$. This is, up to the factor $i$, the amplitude that a hole placed on site $i$ is found there as an electron after a time $t$. The pair amplitude sums this conversion over all times with weight $1/t$.

To pass to Chebyshev orders, use the Bessel expansion

$$e^{iz\cos\theta}=J_0(z)+2\sum_{n\ge1}i^nJ_n(z)\cos n\theta .$$

Its imaginary part, with $x=\cos\theta$, is

$$\sin(zx)=2\sum_{m\ge0}(-1)^mJ_{2m+1}(z)\,T_{2m+1}(x). \qquad (15)$$

The time integral of each term is found by inserting a factor $e^{-pz}$, $p>0$, and letting $p\to0$ at the end. The Laplace transform of the exponential is $1/(p-i\cos\theta)$. Let $q=\sqrt{1+p^2}-p$, so that $1-q^2=2pq$ and $1+q^2=2q\sqrt{1+p^2}$. Summing a geometric series gives

$$1+2\sum_{n\ge1}(iq)^n\cos n\theta=\frac{1+q^2}{1-q^2-2iq\cos\theta}=\frac{\sqrt{1+p^2}}{p-i\cos\theta}.$$

Comparison of the coefficients of $\cos n\theta$ yields

$$\int_0^\infty e^{-pz}J_n(z)\,dz=\frac{q^n}{\sqrt{1+p^2}}. \qquad (16)$$

Since $dq/dp=-q/\sqrt{1+p^2}$, integrating (16) from $p$ to infinity gives, for $n\ge1$,

$$\int_0^\infty e^{-pz}\frac{J_n(z)}z\,dz=\frac{q^n}n\;\longrightarrow\;\frac1n\qquad(p\to0).$$

Insert (15) in (14) with $z=at$ and $x=H/a$; the measure $dt/t=dz/z$ is unchanged. The coefficient of $\mu_{2m+1}$ is $(U/\pi)\cdot2(-1)^m/(2m+1)$, which is the undamped form of (5). The weight $1/n$ of the moments is thus the weight $1/t$ of the time integral.

The energy derivation has given the moment formula, the gap at finite cutoff and the critical cutoff, and time evolution has reproduced the first of these. It remains to recover the other two from the time picture, to find the order needed for accuracy, and to compare the results with a chain and a ring with an impurity.
